\section*{Finding a dipole loss peak under dc conduction from real permittivity}

\section{Definitions and conventions}

Fields vary as $e^{i\omega t}$, and the relative permittivity is written $\varepsilon^*=\varepsilon'-i\varepsilon''$, so that $\varepsilon''>0$ means loss. The sample contains one Debye relaxation and a conductivity $\sigma$ that does not depend on frequency:
\begin{equation}
\varepsilon^*(\omega)=\varepsilon_\infty+\frac{\Delta\varepsilon}{1+i\omega\tau}+\frac{\sigma}{i\omega\varepsilon_0}.
\label{model}
\end{equation}
Here $\Delta\varepsilon$ is the strength of the relaxation, $\tau$ its time constant and $\varepsilon_\infty$ the permittivity well above it. The conduction term equals $-i\sigma/(\omega\varepsilon_0)$. It is purely imaginary, so it adds to $\varepsilon''$ and leaves $\varepsilon'$ alone. The quantity to be used is therefore built from $\varepsilon'$:
\begin{equation}
D(\omega)=-\frac{\pi}{2}\,\frac{\partial\varepsilon'}{\partial\ln\omega}.
\label{D}
\end{equation}
``Dipole loss'' means the part of $\varepsilon''$ due to the relaxation.

\section{Seven samples worked by hand}

The following synthetic data were computed from (\ref{model}) without noise. There are ten samples per decade, so neighbours differ in $\ln\omega$ by $h=\ln(10)/10=0.23026$.
\begin{center}
\begin{tabular}{rrrr}
$f$ (Hz) & $\varepsilon'$ & $\varepsilon''$ & $D$\\
2511.9 & 28.8163 & 9.1439 & \\
3162.3 & 28.3927 & 7.9091 & 3.1757\\
3981.1 & 27.8852 & 6.8971 & 3.6170\\
5011.9 & 27.3323 & 6.0106 & 3.7393\\
6309.6 & 26.7890 & 5.1896 & 3.4988\\
7943.3 & 26.3065 & 4.4151 & 2.9799\\
10000.0 & 25.9153 & 3.6957 &
\end{tabular}
\end{center}
The loss column falls steadily and shows no peak. The last column is (\ref{D}) with the derivative replaced by a central difference. At 5011.9 Hz, for instance,
\[
D=\frac{\pi}{2}\,\frac{27.8852-26.7890}{2(0.23026)}=3.739 .
\]
This column has a maximum. To place it between the samples, fit a parabola $c_0+c_1k+c_2k^2$ to $L_k=\ln D$, with $k=-2,\dots,2$ counted from 5011.9 Hz:
\[
L_k=1.1555,\;1.2856,\;1.3189,\;1.2524,\;1.0919 .
\]
For five equally spaced points $\sum k^2=10$, the mean of $k^2$ is 2, and $\sum(k^2-2)^2=14$. Least squares then gives
\begin{align*}
c_1&=\tfrac1{10}\sum kL_k=-0.01605,\\
c_2&=\tfrac1{14}\sum(k^2-2)L_k=-0.04864,\\
c_0&=\tfrac15\sum L_k-2c_2=1.3182 .
\end{align*}
The vertex is at $k_0=-c_1/(2c_2)=-0.165$, so
\[
f_p=5011.9\,e^{-0.165\,(0.23026)}\ \mathrm{Hz}\approx 4825\ \mathrm{Hz}.
\]
The fitted maximum is $D_p=\exp[c_0-c_1^2/(4c_2)]=3.742$.

The data were made with a dipole peak at 4822 Hz, so the position is recovered to 0.06\,\%. The height needs more care: the true dipole loss peak is 2.426, not 3.742.

\section{What the derivative measures}

Let $y=\ln(\omega\tau)$. The real part of the Debye term is
\[
\frac{1}{1+e^{2y}}=\frac{e^{-y}}{e^{y}+e^{-y}}=\frac12(1-\tanh y),
\]
where the last step uses $1-\tanh y=2e^{-y}/(e^y+e^{-y})$. Since $d\tanh y/dy=\operatorname{sech}^2y$,
\begin{equation}
D=\frac{\pi\Delta\varepsilon}{4}\operatorname{sech}^2y .
\label{sech2}
\end{equation}
The dipole loss is
\begin{equation}
\varepsilon''_{\rm dip}=\Delta\varepsilon\,\frac{e^y}{1+e^{2y}}=\frac{\Delta\varepsilon}{2}\operatorname{sech}y .
\label{sech}
\end{equation}
Both peak at $y=0$, that is at $\omega\tau=1$. Their heights are $\pi\Delta\varepsilon/4$ and $\Delta\varepsilon/2$, so for a Debye process $D$ is higher by $\pi/2=1.571$. The strength follows from $\Delta\varepsilon=4D_{\max}/\pi$.

The widths differ too. Half height in (\ref{sech2}) requires $\cosh y=\sqrt2$, and in (\ref{sech}) $\cosh y=2$. The full widths are $2\operatorname{arcosh}\sqrt2/\ln10=0.766$ decade for $D$ and $2\operatorname{arcosh}2/\ln10=1.144$ decades for the loss. The narrower peak helps to separate neighbouring processes, and a width greater than the sampling step and the noise can explain shows that $D$ contains more than a single Debye process.

\subsection{The finite step}

With samples $h$ apart, the central difference gives
\begin{align}
D_h&=\frac{\pi\Delta\varepsilon}{4}\,\frac{\tanh(y+h)-\tanh(y-h)}{2h}\nonumber\\
&=\frac{\pi\Delta\varepsilon}{4}\,\frac{\sinh 2h}{h\,(\cosh2y+\cosh2h)} .
\label{Dh}
\end{align}
The second line uses $\tanh A-\tanh B=\sinh(A-B)/(\cosh A\cosh B)$ and $2\cosh A\cosh B=\cosh(A+B)+\cosh(A-B)$. The maximum stays at $y=0$. There $\sinh2h/(1+\cosh2h)=\tanh h$, so the height is multiplied by $\tanh(h)/h$. In the example this factor is 0.9827, and
\[
\Delta\varepsilon=\frac{4}{\pi}\,\frac{3.742}{0.9827}=4.848,\qquad \frac{\Delta\varepsilon}{2}=2.424 .
\]
The true values are 4.852 and 2.426, so the error is $-0.08\,\%$. It remains because $\ln D_h$ is not quite a parabola. Its size depends on where the samples fall relative to the peak: over all placements of this grid the strength error lies between $-0.07$ and $-0.14\,\%$, and the position error reaches $\pm0.12\,\%$. With three samples per decade the factor would be 0.841, so the maximum of $D_h$ would lie 16\,\% below that of $D$.

The finite step also widens the peak. Half height in (\ref{Dh}) requires $\cosh2y=2+\cosh2h$, so the full width is $\operatorname{arcosh}(2+\cosh2h)/\ln10$ decades. This is 0.766 for small $h$ and 0.782 in the example.

\section{When conduction hides the peak}

Let $x=\omega\tau$ and $s=\sigma\tau/\varepsilon_0$. The total loss and its slope are
\begin{align*}
\varepsilon''&=\Delta\varepsilon\frac{x}{1+x^2}+\frac{s}{x},\\
\frac{d\varepsilon''}{dx}&=\Delta\varepsilon\frac{1-x^2}{(1+x^2)^2}-\frac{s}{x^2}.
\end{align*}
A maximum needs a range in which the loss rises. Multiplying the slope by $x^2$ and setting $u=x^2$ turns this into
\[
\frac{s}{\Delta\varepsilon}<g(u)=\frac{u(1-u)}{(1+u)^2},\qquad g'(u)=\frac{1-3u}{(1+u)^3}.
\]
The largest value of $g$ is $g(1/3)=(2/9)/(16/9)=1/8$. The measured loss therefore has no maximum when
\begin{equation}
\sigma\ge\frac{\varepsilon_0\Delta\varepsilon}{8\tau}.
\label{hide}
\end{equation}
Below this threshold a maximum exists, but the falling background moves it to a frequency below $1/\tau$. The maximum of $D$ is not moved.

\section{The dipole behind the data}

The parameters describe lightly doped ceria. A trivalent dopant on a cation site attracts an oxygen vacancy of effective charge $q=2e$. The vacancy may sit on any of the eight anion sites around the dopant, at $(s_x,s_y,s_z)\,a/4$ with each $s=\pm1$, where $a$ is the lattice constant. It jumps along each cube edge at rate $w$. The model assumes a fixed dopant, a vacancy that stays in this shell, and pairs that do not influence one another.

A field $E$ along $x$ does work $qEa/2$ on a jump in that direction. With half of this work lowering the barrier, the rates to first order in $E$ are $w(1\pm\eta)$, with $\eta=qEa/(4k_BT)$. The probabilities of $s_x=\pm1$ are $(1\pm m)/2$, where $m=\langle s_x\rangle$, and each jump changes $s_x$ by 2. Hence
\begin{align*}
\frac{dm}{dt}&=w\left[(1-m)(1+\eta)-(1+m)(1-\eta)\right]\\
&=2w(\eta-m).
\end{align*}
For an oscillating field $m=\eta/(1+i\omega\tau)$ with $\tau=1/(2w)$, which is a single Debye response. The polarization of $N$ pairs per volume is $Nq(a/4)m$. Dividing by $\varepsilon_0E$, and using the site distance $r=\sqrt3\,a/4$, gives
\begin{equation}
\Delta\varepsilon=\frac{Nq^2a^2}{16\,\varepsilon_0k_BT}=\frac{N(qr)^2}{3\varepsilon_0k_BT}.
\label{strength}
\end{equation}

Take $a=0.541$ nm, 1\,\% of the cations replaced, and $T=400$ K. There are four cations per cell and one vacancy for two dopants. If every vacancy is paired, $N=0.02/a^3=0.1263\ \mathrm{nm^{-3}}$. With $e^2/\varepsilon_0=18.10$ eV\,nm, $r=0.2343$ nm and $k_BT=0.03447$ eV,
\[
\Delta\varepsilon=\frac{4(0.1263)(18.10)(0.2343)^2}{3(0.03447)}=4.85 .
\]
An attempt rate of $10^{13}\ \mathrm{s^{-1}}$ and a barrier of 0.70 eV give $w=1.515\times10^4\ \mathrm{s^{-1}}$. Then $\tau=33.0\ \mu$s and $1/(2\pi\tau)=4822$ Hz. The remaining inputs are $\varepsilon_\infty=25$ and $\sigma=10^{-8}$ S/cm. The threshold (\ref{hide}) is $1.63\times10^{-9}$ S/cm, so the conductivity is 6.15 times what is needed to remove the maximum. At $\omega\tau=1$ conduction contributes 3.73 to the loss and the dipoles 2.43.

\section{Why the factor is not universal}

The Kramers--Kronig relation links the dipole loss to $\varepsilon'$ without assuming a Debye form:
\[
\varepsilon''_{\rm dip}(\omega)=\frac{2\omega}{\pi}\,\mathrm{P}\!\!\int_0^\infty\frac{\varepsilon'(\xi)-\varepsilon_\infty}{\omega^2-\xi^2}\,d\xi .
\]
Put $\xi=\omega e^v$. Since $e^v/(1-e^{2v})=-1/(2\sinh v)$,
\[
\varepsilon''_{\rm dip}=-\frac1\pi\,\mathrm{P}\!\!\int_{-\infty}^{\infty}\frac{\varepsilon'-\varepsilon_\infty}{\sinh v}\,dv .
\]
Now integrate by parts, with $1/\sinh v=d\ln\tanh(|v|/2)/dv$. The boundary terms vanish at $\pm\infty$. At the excluded point $v=0$ they cancel, because $\varepsilon'$ is smooth. Replacing the derivative by $D$ gives
\begin{equation}
\varepsilon''_{\rm dip}(\ln\omega)=\frac{2}{\pi^2}\int_{-\infty}^{\infty}D(\ln\omega+v)\,\ln\coth\frac{|v|}{2}\,dv .
\label{kk}
\end{equation}
The expansion $\ln\coth(v/2)=2\sum_{n\,\rm odd}e^{-nv}/n$ for $v>0$ integrates to $2\sum_{n\,\rm odd}1/n^2=\pi^2/4$ on each side. The kernel, with its prefactor, thus has unit weight. The dipole loss is $D$ smeared over a fixed range of $\ln\omega$. If $D$ hardly changes over that range, the two agree. A Debye peak is narrow enough for the smearing to lower and widen it visibly. The areas over $\ln\omega$ are equal in either case, and (\ref{D}) gives their value as $\pi\Delta\varepsilon/2$.

A Cole--Cole relaxation, $\Delta\varepsilon/(1+z)$ with $z=(i\omega\tau)^\alpha$ and $0<\alpha\le1$, shows the passage between the limits. Let $\theta=\alpha\pi/2$, so that $z=e^{\alpha y+i\theta}$. Then $dz/dy=\alpha z$, and
\begin{align*}
D&=\frac{\pi\alpha\Delta\varepsilon}{2}\,\mathrm{Re}\,\frac{1}{z^{-1}+2+z}\\
&=\frac{\pi\alpha\Delta\varepsilon}{4}\,\frac{1+C\cos\theta}{(C+\cos\theta)^2},\qquad C=\cosh\alpha y .
\end{align*}
The $C$-derivative of the last fraction has the sign of $\cos^2\theta-2-C\cos\theta$, which is negative. The peak is therefore at $C=1$, or $\omega\tau=1$, with height
\begin{equation}
D_{\max}=\frac{\pi\Delta\varepsilon}{4}\,\frac{\alpha}{1+\cos\theta}.
\label{cc}
\end{equation}
The loss is $(\Delta\varepsilon/2)\sin\theta/(C+\cos\theta)$. It peaks at the same place, and the ratio of heights is $\theta/\sin\theta$. This equals $\pi/2$ at $\alpha=1$ and tends to 1 as $\alpha\to0$.

The consequence for the strength is large. At $\alpha=0.9$, equation (\ref{cc}) puts the height 22\,\% below the Debye value, and $4D_{\max}/\pi$ underestimates $\Delta\varepsilon$ by the same 22\,\%. If the measured $D$ is clearly wider than a Debye peak sampled with the same step, and the extra width comes from the relaxation itself, the Debye conversion should be replaced by (\ref{cc}) with a fitted $\alpha$, or by the area, provided the data reach both plateaus of $\varepsilon'$. Width alone does not settle the cause. Dispersive conduction also widens $D$, and in the example treated below, reading that width as a Cole--Cole $\alpha$ would raise the error in the strength from about 13\,\% to more than 30\,\%.

\section{The method in general}

\begin{enumerate}
\item Sample $\varepsilon'$ at equal steps $h$ in $\ln\omega$, about ten per decade, over at least a decade on each side of the expected peak.
\item Form $D_i=-(\pi/2)(\varepsilon'_{i+1}-\varepsilon'_{i-1})/(2h)$.
\item Take the largest $D_i$ in the range where electrodes and grain boundaries do not dominate.
\item Fit a parabola to $\ln D$ over that sample and two neighbours on each side. Its vertex gives $\omega_p$ and $D_p$.
\item Compare the width with the Debye value for the step used, $\operatorname{arcosh}(2+\cosh2h)/\ln10$ decades. For a Debye peak set
\[
\tau=\frac1{\omega_p},\qquad \Delta\varepsilon=\frac{4D_p}{\pi}\,\frac{h}{\tanh h},
\]
and take $\Delta\varepsilon/2$ as the height of the dipole loss peak.
\end{enumerate}

\subsection{Noise}

Suppose that the error of each $\varepsilon'_i$ is independent, with rms value $\delta|\varepsilon^*_i|$. The variances of the two samples in a difference add, so
\begin{equation}
\delta D_i=\frac{\pi\delta}{4h}\sqrt{|\varepsilon^*_{i+1}|^2+|\varepsilon^*_{i-1}|^2}.
\label{noise}
\end{equation}
For $\delta=0.05\,\%$ the neighbours of the 5011.9 Hz sample have $|\varepsilon^*|=28.73$ and 27.29, which gives $\delta D=0.068$, or 1.8\,\% of $D$. At 398 Hz it is 0.136. Conduction has been removed from the mean of $D$ but not from its error: at low frequency $|\varepsilon^*|\approx\sigma/(\omega\varepsilon_0)$, and $\delta D$ grows as $1/\omega$. A smaller step also raises the error, as $1/h$, while the correction for a large step relies on the Debye form. With many more than ten samples per decade, the five points of the fit also span too little of the peak to fix its position well in noisy data.

The method was applied to 3000 noisy records of the example, each with 41 samples from 316 Hz to 3.16 MHz. Relative to the true values, the peak frequency had a mean error of $-0.11\,\%$ and a scatter of 2.0\,\%. The strength, and with it the loss height, had a mean error of 0.07\,\% and a scatter of 1.2\,\%. At this noise level a single record is limited by scatter, not by the bias of the fit.

\section{Effects outside the model}

The changes below refer to the continuous $D$ of the example, with all other parameters held fixed.

\paragraph{Dispersive conduction.} If hopping adds a term $\sigma(i\omega/\omega_c)^n/(i\omega\varepsilon_0)$, its real part is $(\sigma/\omega\varepsilon_0)(\omega/\omega_c)^n\sin(n\pi/2)$. This varies as $\omega^{n-1}$, so it contributes $(\pi/2)(1-n)$ times itself to $D$. Take $n=0.6$ and let $\omega_c$ be the jump rate of unpaired vacancies, $2.76\times10^5\ \mathrm{s^{-1}}$ for a barrier of 0.60 eV. At $\omega\tau=1$ the contribution is
\[
0.628\,(3.73)(0.110)^{0.6}(0.809)=0.50 ,
\]
about 13\,\% of the peak height 3.81. The full calculation gives a height 13.3\,\% too large and a peak frequency 2.6\,\% too low. Both $n$ and $\omega_c$ are assumptions, so these figures show the size of the effect and are not a correction to apply.

\paragraph{Phase error.} A phase error $\varphi$ turns $\varepsilon'$ into $\varepsilon'+\varphi\varepsilon''$ and so lets conduction into $D$. For 1 mrad the added term at the peak is $(\pi/2)(10^{-3})(3.73)=0.006$, or 0.15\,\% of the height.

\paragraph{Blocking layers.} Electrodes that ions cannot cross act as a capacitor in series with the bulk,
\[
\frac1{\varepsilon_{\rm app}}=\frac1{\varepsilon^*}+\frac1{M\varepsilon_s},\qquad \varepsilon_s=\varepsilon_\infty+\Delta\varepsilon ,
\]
where $M$ is the ratio of the sample thickness to the total thickness of the blocking layers. When conduction dominates $\varepsilon^*$, this becomes $\varepsilon_{\rm app}=M\varepsilon_s/(1+i\omega\tau_e)$ with $\tau_e=\varepsilon_0M\varepsilon_s/\sigma$. That is a second Debye step, now in $\varepsilon'$, and the derivative does not remove it. For a 1.0 mm sample with a layer of one Debye length, 2.31 nm, at each electrode, $M=2.17\times10^5$. The dipole peak then changes by about 0.001\,\% or less, and $D$ has its minimum between the two processes at 124 Hz. For fully blocking grain boundaries with $M=1000$ the formula lowers the height by 0.12\,\%. Most of this arises because the formula gives the bulk the full sample thickness; with the thickness of the layers subtracted, the height falls by only 0.02\,\%. In either case the minimum rises to 482 Hz. That lies inside the sweep used above. The dipole peak is still the largest $D$ in that sweep, but in one extended down to 50 Hz the blocking layers would give larger values. Finer grains make this worse. With the layer thickness subtracted and $M=50$, $D$ at the low end of the same sweep already exceeds the dipole peak and the minimum lies near 1060 Hz; with $M=10$ the height falls by 2.8\,\% and the peak frequency by 2.2\,\%. The search for the largest $D$ should therefore begin above the minimum.

\paragraph{Pairs.} The assumed conductivity and the free jump rate imply unpaired vacancies amounting to 2.1\,\% of the pairs. A binding energy of 0.25 eV, in a simple mass-action balance with at most one vacancy per dopant, leaves about 3\,\% of the vacancies unpaired, so these inputs agree only roughly. Each shell site has three neighbours outside the shell. If the barrier for such a jump is taken as the free barrier plus the binding energy, 0.85 eV, the rate of escape is 1.9\,\% of the relaxation rate $1/\tau$. This figure depends strongly on that choice: a barrier of 0.80 eV gives 8\,\%. Coupling between dipoles can be estimated in mean field by adding $P/(3\varepsilon_0\varepsilon_\infty)$ to the field. Then
\[
P\,(1+i\omega\tau)=\varepsilon_0\Delta\varepsilon\left(E+\frac{P}{3\varepsilon_0\varepsilon_\infty}\right),
\]
and both strength and relaxation time grow by $1/(1-\Delta\varepsilon/3\varepsilon_\infty)$, here by 6.9\,\%.

\paragraph{Real ceria.} The barriers, permittivity and conductivity are rough typical values, not computed properties of the material. The nearest-neighbour shell is also an assumption; large dopants may hold the vacancy farther away. The peak frequency is especially sensitive to the barrier: a change of 0.05 eV in the pair barrier moves it by $e^{0.05/0.03447}\approx4.3$. Fuel-cell electrolytes contain roughly ten times more dopant than the example. At 400 K equation (\ref{strength}) would then give $\Delta\varepsilon\approx49$, and the mean-field factor would be about 2.8, so isolated pairs are no longer a sound description. Temperature matters as well. At 873 K, a rough service temperature, the model places the peak near 290 MHz, far above the sweep considered here. The model itself fails there: with the binding energy and barriers above, about half of the vacancies would be unpaired and escape from the shell would reach 20\,\% of the relaxation rate. The example therefore applies to dilute samples near 400 K. At other temperatures the sweep has to follow the peak, and on heating the pairs must be checked to be still bound.

\section*{Numbers as computed}
\begin{verbatim}
temperature 400 K, kT 0.03447 eV
lattice constant 0.541 nm, site radius 0.2343 nm
dopant fraction 1.0 %, attempt 1.0e+13 1/s
barriers: pair 0.70 eV, free 0.60 eV
binding energy 0.25 eV, eps_inf 25.0
pair density 1.263e+20 cm^-3
pair jump rate 1.5149e+04 1/s, free 2.7563e+05 1/s
relaxation time 33.005 us
true peak frequency 4822.1 Hz
true dipole strength 4.8518, loss height 2.4259
height of D, continuous 3.8106, ratio to loss 1.5708
conductivity 1.00e-08 S/cm
hiding threshold 1.627e-09 S/cm, ratio 6.15
conduction loss at peak frequency 3.728
full width: D 0.766, loss 1.144 decades
sample spacing h 0.23026, tanh(h)/h 0.98269
3 per decade: h 0.7675, tanh(h)/h 0.8410
samples: f (Hz), eps', total eps'', D
     2511.9   28.8163   9.1439  2.5576
     3162.3   28.3927   7.9091  3.1757
     3981.1   27.8852   6.8971  3.6170
     5011.9   27.3323   6.0106  3.7393
     6309.6   26.7890   5.1896  3.4988
     7943.3   26.3065   4.4151  2.9799
    10000.0   25.9153   3.6957  2.3392
clean data: peak 4825.1 Hz, error 0.062 %
clean data: D height from parabola 3.7416
clean data: strength 4.8478, loss height 2.4239, error -0.082 %
noise 0.05 % of |eps*|, 3000 records
rms error of D: at peak 0.0676, at 398 Hz 0.1361
noisy peak frequency: bias -0.11 %, scatter 1.97 %
noisy strength: bias 0.07 %, scatter 1.22 %
neglected effects: change of peak frequency, of D height
  blocking electrodes: -0.000 %, -0.001 %
  blocking grain boundaries: -0.022 %, -0.120 %
  hopping dispersion, exponent 0.6: -2.640 %, 13.291 %
  phase error 1 mrad: -0.027 %, 0.154 %
  Cole-Cole exponent 0.9: -0.000 %, -22.175 %
sample thickness 1.0 mm, Debye length 2.31 nm, ratio L/(2 length) 2.166e+05
grain size / boundary thickness 1000
D minimum: electrodes 124 Hz, boundaries 482 Hz
free vacancies / pairs 2.11 %
pair escape rate / relaxation rate 1.93 %
dipole coupling, mean-field rise of strength 6.9 %
peak frequency at 873 K 290 MHz
\end{verbatim}
